Leading image correction for a charged defect in a cubic supercell

**Problem**

A defect carrying one unit of charge is calculated in a cubic cell of side L = 15 Å. Periodic boundary conditions repeat the cell in all three directions. The host is uniform and isotropic with dielectric constant ε = 3.9, and its ions are free to relax, so this ε includes their response. As usual in such calculations, a uniform background of opposite charge makes each cell neutral, and the average electrostatic potential is set to zero.

The wanted quantity is the energy of the same charge alone in an infinite host. Find the leading term, for large L, of the correction that must be added to the periodic energy. Give its sign and its size in eV, and estimate what the leading term leaves out.

Hartree atomic units are used, with the main results converted to eV. The cell side is L = 28.346 bohr and its volume is Ω = L³. The charge q is the bare charge of the defect, without the polarization it induces in the host.

**A tempting solution**

The periodic calculation contains copies of the defect that the isolated system lacks. The copies have the same charge, so they repel. Six of them lie at the nearest distance L, and each pair interacts with energy q²/(εL). A pair is shared between two cells, so the energy per cell is

½ · 6 · q²/(εL) = 3q²/(εL) = 3/(3.9 × 28.346) = 0.0271 hartree,

or about 0.74 eV. This repulsion is spurious and must be removed, so the correction would be −0.74 eV. More distant copies are expected to give small refinements.

**Where it fails**

The last expectation can be checked with the next shell. Twelve copies lie at distance √2 L. In units of q²/(εL) they contribute

½ · 12/√2 = 4.24,

which is more than the 3 from the first shell. Later neighbour shells rise and fall (the third gives 2.31), but together they do not die away. A spherical layer of fixed thickness at a large distance R collects a number of copies roughly proportional to R², each contributing in proportion to 1/R, so its total grows roughly as R. The sum diverges, and the nearest-neighbour term is not an approximation to anything finite.

The missing ingredient is the background. Its attraction to the defect also diverges when summed alone, and only the combination is finite. Since two large quantities of opposite sign nearly cancel, the sign of what remains cannot be guessed from the repulsion between copies. The periodic energy has to be worked out with both parts present.

**The energy difference as a potential at the defect**

In a linear medium the potential φ of an inserted charge density ρ obeys

ε∇²φ = −4πρ.

Let the charge be built up gradually as λρ, with λ going from 0 to 1. By linearity the potential is then λφ, and the work done is

E = ∫₀¹ dλ ∫ λφ ρ d³r = ½ ∫ ρφ d³r.

This work includes the energy stored in polarizing the medium.

In the periodic system the inserted density in one cell is the defect charge ρ_d plus the background −q/Ω. Hence

E_per = ½ ∫_cell ρ_d φ_per d³r − (q/2Ω) ∫_cell φ_per d³r.

The second integral vanishes because the average potential is zero. The background therefore acts only through its contribution to φ_per at the defect.

Take the defect to be a very small sphere of charge. Its self-energy is large, but it is the same in the isolated and periodic systems and cancels in their difference. Outside the small sphere, close to the defect,

φ_per(r) = q/(εr) + v + terms that vanish as r → 0.

The first term is the potential of the isolated charge. The constant v is due to all the copies and the background. Therefore

E_per − E_iso = ½qv.

The dependence of v on q, ε and L follows by scaling. Write r = Ls and φ_per = (q/(εL)) u(s). Substitution in the Poisson equation gives

∇²u = −4π [Σ_n δ(s − n) − 1],

where n runs over all integer vectors. The average of u is zero. Neither q, ε nor L remains, so the limit of u − 1/s at s → 0 is a pure number. Call it −α. Then v = −αq/(εL), and

E_iso − E_per = αq²/(2εL).  (1)

This is the quantity to be added to the periodic energy. Its sign is the sign of α.

**Calculating α**

The potential u is found by splitting each unit point charge into two parts. One is a normalized Gaussian,

g(s) = (η³/π^{3/2}) exp(−η²s²),

and the other is the point charge minus this Gaussian. The positive number η is arbitrary, so the final α must not depend on it.

The Gaussian has potential erf(ηs)/s. The remainder therefore has potential

1/s − erf(ηs)/s = erfc(ηs)/s,

which falls off rapidly and can be summed directly over the lattice. This sum has a nonzero mean. Since the cell volume is 1, the mean equals the integral of one such potential over all space:

4π ∫₀^∞ s erfc(ηs) ds.

Integrate by parts, using d[erfc(ηs)]/ds = −(2η/√π) exp(−η²s²). The boundary term vanishes at both ends, leaving

4π · (η/√π) ∫₀^∞ s² exp(−η²s²) ds = 4π · (η/√π) · √π/(4η³) = π/η².

This mean must be subtracted.

The lattice of Gaussians is combined with the background. Its Fourier components are exp(−G²/4η²), where G is 2π times an integer vector. The background cancels the G = 0 component. For each other G the Poisson equation divides by G² and multiplies by 4π. Thus

u(s) = Σ_n erfc(η|s − n|)/|s − n| − π/η² + 4π Σ_{G≠0} exp(−G²/4η²) exp(iG·s)/G².

Now subtract 1/s and let s → 0. The n = 0 term gives

erfc(ηs)/s − 1/s = −erf(ηs)/s → −2η/√π.

The result is −α, so after a change of sign

α = 2η/√π + π/η² − Σ_{n≠0} erfc(ηn)/n − 4π Σ_{G≠0} exp(−G²/4η²)/G².  (2)

In the first sum n in the summand denotes the length of the vector. For η = 2 the four terms give

α = 2.25676 + 0.78540 − 0.02861 − 0.17625 = 2.83730.

The value η = 3 gives the same α, as it must.

Since α is positive, v is negative for a positive charge. At the defect the attraction of the background outweighs the repulsion of the copies. The periodic energy is too low, and the correction raises it.

**The same number from a direct sum**

The cancellation that the tempting solution missed can be made visible without Gaussians. Give each unit cell one point charge at its centre and a background of density −1. Take a block of M × M × M such cells, with M odd, and evaluate the potential at the centre of the block, leaving out the central point charge. If S_M is the sum of 1/n over the other points, this potential is

w_M = S_M − CM², where C = ∫_unit cube d³s/s = 2.38008.

The factor M² arises because enlarging the cube by M multiplies d³s by M³ and 1/s by 1/M.

For M = 41 the background term is 2.38008 × 1681 ≈ 4001, while w_M is only −2.31371. The repulsion and attraction cancel to better than one part in a thousand.

The combined sum converges for the following reason. Each cell is neutral. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its quadrupole. The first surviving multipole has a potential falling as R⁻⁵. The cells outside the block then contribute an amount of order

∫_M^∞ R² R⁻⁵ dR ∝ M⁻².

Assuming w_M = w + c/M² and eliminating c between M = 41 and M = 81 gives

w = (81² w₈₁ − 41² w₄₁)/(81² − 41²) = −2.313699.

This is not yet −α, because the potential built from these cells does not have zero mean. Its mean is the integral over all space of the potential of one cell, which is the k → 0 limit of 4πρ(k)/k². Expanding exp(−ik·s) in ρ(k), the constant and linear terms vanish, and cubic symmetry replaces (k·s)² by k²s²/3. Hence

ρ(k) ≈ −(k²/6) ∫ρ s² d³s, and the mean is −(2π/3) ∫ρ s² d³s.

The point charge sits at s = 0 and does not contribute to the last integral. The background contributes −3 × 1/12 = −1/4. The mean is therefore π/6 = 0.523599, and subtracting it from w gives −α:

α = π/6 − w = 0.523599 + 2.313699 = 2.837298.

This agrees with equation (2) within the tolerance of 10⁻⁶ used in the test. The term π/6 shows why the zero of potential matters when the energy is written as ½qv. That form leaves out the background's own energy term, which vanishes only if the average potential is zero. Using w in place of −α would therefore give an energy wrong by a quantity that also scales as 1/L.

**The requested correction**

With q = 1, first omit the screening:

α/(2L) = 2.83730/(2 × 28.3459) = 0.05005 hartree.

Dividing by the dielectric constant gives

E_iso − E_per ≈ 0.05005/3.9 = 0.01283 hartree = 0.349 eV.

**The leading correction is +0.35 eV, to be added to the periodic energy.** The tempting solution had the wrong sign and about twice the magnitude.

Several consequences follow from equation (1). The sign of q does not matter, because q is squared. A doubly charged defect in the same cell needs four times the correction, 1.40 eV. Without screening the unit charge would need 1.36 eV. The decrease with cell size is slow: to bring the leading term down to 0.1 eV, the side would have to grow by a factor of 3.49, to about 52 Å. The cell volume, and with it the number of atoms at fixed density, would grow by a factor of about 43. Adding the correction is far cheaper than making it small.

The correction also moves charge transition levels. At the (+/0) level the formation energies of the positive and neutral states are equal. The positive state's formation energy contains +E_F, where E_F is the Fermi level. Raising that energy by 0.35 eV therefore lowers the crossing by 0.35 eV. The negative state's formation energy contains −E_F, so the same argument raises the (0/−) level by 0.35 eV. If both levels belong to one defect and the (0/−) level lies above the (+/0) level, their separation increases by 0.70 eV at this order. In the reverse order, the same shifts move the levels towards each other, and past each other if they were less than 0.70 eV apart. The neutral state has no net charge and receives no correction from equation (1), provided its charge density is compact and its ions are relaxed in the neutral state.

**What the leading term leaves out**

A real defect charge has a finite size, and a host does not screen short-range fields as it screens long-range ones. To see whether this changes the 1/L term, let the charge have a spherical Fourier transform ρ(k), and let a homogeneous host respond with ε(k), where ε(0) = ε. Define

F(k) = |ρ(k)|²/(q²ε(k)) = 1/ε + h₀k² + … .

The two energies are

E_iso = (q²/2) ∫ [d³k/(2π)³] 4πF(k)/k²,

E_per = (q²/2Ω) Σ_{G≠0} 4πF(G)/G²,

where G now has its physical length. The correction is the difference between an integral and a sum over the same function.

Separate F into a Gaussian that carries its value at k = 0 and a remainder:

F(k) = (1/ε) exp(−k²/4η²) + k²h(k).

Comparing the k² terms gives h(0) = h₀ + 1/(4η²ε).

For the Gaussian part, the integral of 4π exp(−k²/4η²)/k² over d³k/(2π)³ is 2η/√π. Equation (2), restored to physical lengths, then gives its contribution to E_iso − E_per as

(q²/2ε) [α/L − π/(η²Ω)],

apart from the sum of erfc(ηR)/R over R ≠ 0, which is negligible when ηL is large.

For the remainder the factor k² cancels the denominator. Poisson summation states that (1/Ω) Σ_G h(G), taken over all G, equals the sum over lattice vectors R of the inverse transform of h. The R = 0 term is the integral needed for E_iso. If the transform of h is short-ranged, falling faster than any power of the distance, the R ≠ 0 terms are negligible beside L⁻³ for large L. The periodic sum differs from the integral because it lacks G = 0, so the contribution is

2πq²h(0)/Ω = 2πq²h₀/Ω + πq²/(2εη²Ω).

The last term cancels the η-dependent term of the Gaussian part. What remains is

E_iso − E_per ≈ αq²/(2εL) + 2πq²h₀/L³.  (3)

Within these assumptions, the shape of the charge and the short-range screening enter at order L⁻³. For a given cubic cell, the 1/L term depends only on q and the long-wavelength ε.

**A numerical example of the remainder**

Take a Gaussian charge of width σ = 1 bohr, for which |ρ(k)|² = q² exp(−k²σ²), and the model response

1/ε(k) = 1 − (1 − 1/ε)/(1 + k²/k₀²), with k₀ = 1 bohr⁻¹.

Long waves are screened by ε = 3.9 and very short waves are not screened. Expanding both factors to order k² gives

h₀ = −σ²/ε + (1 − 1/ε)/k₀² = −0.2564 + 0.7436 = 0.4872 bohr².

The isolated energy, found by integration, is 0.123121 hartree. The explicit reciprocal sum for L = 15 Å gives 0.110154 hartree. The full difference is therefore 0.012967 hartree, against a leading term of 0.012833 hartree. The remaining 0.000134 hartree, about 0.004 eV, agrees with the L⁻³ term of equation (3). Relative to the leading term it is 1.0 percent.

At L = 10 Å the remainder is 2.4 percent of the leading term, and at L = 20 Å it is 0.6 percent. Doubling L reduces this ratio by a factor of four, as expected for the ratio of L⁻³ to L⁻¹. For all three cells equation (3) passed a test with a tolerance of 10⁻⁸ hartree.

The correction can also be judged without knowing the isolated energy. Between L = 10 and 20 Å the uncorrected periodic energy changes by 0.01002 hartree, or 0.27 eV. After the leading term is added to each, the change is 0.00040 hartree, or 0.011 eV. In a real calculation, such a comparison of two cell sizes gives a single number, in which an error in q²/ε and the L⁻³ term are mixed. With σ = 3 bohr, for example, h₀ = −1.564 bohr², and equation (3) shows that the correct ε = 3.9 leaves a change of 0.035 eV between 10 and 20 Å, while the wrong value ε = 4.5 leaves almost none. At least three cell sizes are needed to separate the 1/L part from the L⁻³ part, and even then q and ε are not tested separately.

The two parts of h₀ have opposite signs. Spreading the charge makes h₀ smaller, while weaker screening at short range makes it larger. In this model they cancel when σ²k₀² = ε − 1. The small remainder found here is a property of the chosen σ and k₀, not an error estimate for every defect.

The limit ε → ∞ is also instructive. The leading term disappears, but h₀ tends to 1/k₀². The host then screens like a metal with screening length 1/k₀, and equation (3) leaves 2πq²/(k₀²L³). A vanishing 1/L term does not imply a vanishing finite-size error.

**When 0.35 eV may be used**

The charge must be localized well inside the cell. What must be compact is the net charge relative to the host. If an electron or hole added to a neutral defect spreads over the whole host, there is no compact charge q whose copies can be removed by equation (1). For a shallow donor the roles are reversed: the ionized donor is a compact charge to which equation (1) applies, while in the neutral state an electron spread over the whole cell acts like the background, so that cell has a 1/L error although its net charge is zero.

The dielectric constant must match the calculation. If the ions are held fixed at the geometry of the neutral state while the charge is added, only the electrons screen it, and the electronic dielectric constant belongs in equation (1). If the ions carry effective charges, so that their displacements contribute to the screening, it is smaller than the value that includes the ions, and the correction is larger. If instead the ions are held at a geometry relaxed for another, charged state, as in a vertical transition, their frozen displacements carry a polarization charge of their own. Equation (1) with a single ε then does not apply, and even the neutral state has a 1/L correction.

The host must be uniform. In a cell containing an interface or a vacuum layer, the dielectric response varies with position. Polarization charge then appears at the boundaries, and the energy depends on where the defect sits. Equation (1) with a single ε does not describe that cell; the Poisson equation has to be solved with the actual dielectric profile, for both the periodic and the isolated arrangement.

Finally, equation (1) corrects only the electrostatic energy, calculated with zero average potential in the periodic cell. A formation energy also needs the Fermi level, the bulk bands and the defect calculation referred to the same zero, which has to be checked separately and may call for a potential alignment. Elastic interactions between relaxed copies and errors of the electronic-structure method are not included either.

The terms of the lattice sums and the energies for the three cell sizes are listed in the numerical output.

Numbers as computed

```
Charge magnitude: 1 e
Cell side: 15.0 angstrom
Cell side: 28.34589 bohr
Dielectric constant: 3.9 (dimensionless)
Ewald terms at eta=2, L=1 (dimensionless):
  self: 2.2567583
  mean removal: 0.7853982
  real sum: -0.0286084
  reciprocal sum: -0.1762506
alpha, eta=2: 2.837297479 (dimensionless)
alpha, eta=3: 2.837297479 (dimensionless)
Cube integral C: 2.38007736 (dimensionless)
Block potential, M=41: -2.31371397 (dimensionless)
Block potential, M=81: -2.31370261 (dimensionless)
Extrapolated potential: -2.31369870 (dimensionless)
Mean potential: 0.52359878 (dimensionless)
alpha, direct sum: 2.83729748 (dimensionless)
Vacuum correction: 0.0500478 hartree
Screened correction: 0.0128328 hartree
Screened correction: 0.3492 eV
Model Gaussian width: 1.0 bohr
Model screening wavevector: 1.0 bohr^-1
Model coefficient h0: 0.487179 bohr^2
Model isolated energy: 0.12312141 hartree
Model cell L=10 angstrom:
  periodic energy: 0.10341867 hartree
  isolated minus periodic: 0.01970274 hartree
  leading term: 0.01924914 hartree
  L^-3 term: 0.00045360 hartree
  remainder / leading: 2.356 percent
Model cell L=15 angstrom:
  periodic energy: 0.11015425 hartree
  isolated minus periodic: 0.01296716 hartree
  leading term: 0.01283276 hartree
  L^-3 term: 0.00013440 hartree
  remainder / leading: 1.047 percent
Model cell L=20 angstrom:
  periodic energy: 0.11344014 hartree
  isolated minus periodic: 0.00968127 hartree
  leading term: 0.00962457 hartree
  L^-3 term: 0.00005670 hartree
  remainder / leading: 0.589 percent
```
